# Curie Temperature of a Strongly Coupled Ferroelectric/Dielectric Superlattice

## Result

A superlattice repeats a ferroelectric layer of thickness $l_f$ and a dielectric layer of thickness $l_d$. Let $x=l_f/(l_f+l_d)$, and let the quadratic Landau coefficient of layer $i$ be $a_i=\alpha_i(\Theta-\Theta_i)$, where $\Theta=k_BT$ is the temperature expressed as an energy. If electrostatic coupling forces both layers to carry the same polarization, the Curie point is the zero of the thickness-weighted coefficient $\bar a=xa_f+(1-x)a_d$:

$$
\Theta_c=\frac{l_f\alpha_f\Theta_f+l_d\alpha_d\Theta_d}{l_f\alpha_f+l_d\alpha_d}. \tag{1}
$$

The coefficients are averaged by thickness. The separate Curie points are consequently averaged with weights $l_i\alpha_i$, and thickness alone is the correct weight if $\alpha_f=\alpha_d$.

For strong but finite coupling, equation (1) is the leading term. The leading correction is given in equation (12) and should be evaluated whenever (1) is used.

## Model and conventions

The algebra uses atomic units, in which $4\pi\epsilon_0=1$ and $D=\epsilon_bE+4\pi P$. Here $P$ is the polarization described by the Landau energy, and the background permittivity $\epsilon_b$ describes the remaining linear response. The assumptions are:

- The polarization is normal to the layers and uniform within each layer, so there are no domains.
- The layers are insulating, and their interfaces carry no free charge.
- The stack as a whole is short-circuited by ideal electrodes, with no voltage drop at the electrode interfaces.
- Both layers have the same $\epsilon_b$.
- Interface and gradient energies are omitted.
- Any strain is fixed, and its effect is already contained in $a_i$.

The local energy per volume of layer $i$ is

$$
u_i(P_i)=\tfrac12a_iP_i^2+\tfrac14b_iP_i^4,
\qquad \alpha_i>0,\quad b_i>0. \tag{2}
$$

We take $\Theta_f>\Theta_d$ and $0<x<1$. A dielectric with a temperature-independent coefficient is treated separately below. This is a mean-field description.

## Electrostatic energy

Without free interface charge, $D$ has the same value in both layers:

$$
D=\epsilon_bE_f+4\pi P_f=\epsilon_bE_d+4\pi P_d .
$$

The short circuit makes the total voltage zero. Since all periods are alike, the voltage across each period also vanishes, so $xE_f+(1-x)E_d=0$. Multiply the first expression for $D$ by $x$, the second by $1-x$, and add. The fields cancel, leaving

$$
D=4\pi[xP_f+(1-x)P_d].
$$

Put this back into $\epsilon_bE_i=D-4\pi P_i$ and define $\kappa=4\pi/\epsilon_b$. Then

$$
E_f=-\kappa(1-x)(P_f-P_d),\qquad
E_d=\kappa x(P_f-P_d). \tag{3}
$$

If $P_f>P_d>0$, the field opposes polarization in the ferroelectric and supports it in the dielectric.

The field energy density is $\epsilon_bE^2/(8\pi)$. Its average over a period is

$$
\frac{\epsilon_b\kappa^2}{8\pi}(P_f-P_d)^2
\left[x(1-x)^2+(1-x)x^2\right].
$$

The bracket equals $x(1-x)$, because $(1-x)+x=1$. Since $\epsilon_b\kappa=4\pi$, the prefactor equals $\kappa/2$. At zero voltage the external circuit does no work, so the field energy is added to the Landau energy without a source term:

$$
f=xu_f(P_f)+(1-x)u_d(P_d)
+\tfrac12\kappa x(1-x)(P_f-P_d)^2. \tag{4}
$$

The sign can be checked by differentiating with respect to $P_f$ and dividing by $x$:

$$
a_fP_f+b_fP_f^3=-\kappa(1-x)(P_f-P_d)=E_f .
$$

This is the expected equation of state. Differentiation with respect to $P_d$ gives the corresponding equation with $E_d$.

## Reduction to a common polarization

Continuity of $D$ does not by itself make $P$ continuous. The two polarizations become equal because a difference between them is expensive. To see how this happens, introduce the mean $P$ and the difference $\delta$:

$$
P_f=P+(1-x)\delta,\qquad P_d=P-x\delta .
$$

These definitions give $xP_f+(1-x)P_d=P$ and $P_f-P_d=\delta$. Let $g_i=u_i'(P)=a_iP+b_iP^3$. Expanding (4) to first order in $\delta$ in the local energies, and keeping the large field term, gives

$$
f\simeq \tfrac12\bar aP^2+\tfrac14\bar bP^4
+x(1-x)(g_f-g_d)\delta+\tfrac12\kappa x(1-x)\delta^2,
$$

with $\bar b=xb_f+(1-x)b_d$. The omitted local terms of order $\delta^2$ are smaller than the field term when $|a_i|$ and $b_iP^2$ are small compared with $\kappa$. Setting the derivative with respect to $\delta$ to zero yields

$$
\delta\simeq-\frac{g_f-g_d}{\kappa}, \tag{5}
$$

and substitution gives

$$
f\simeq\tfrac12\bar aP^2+\tfrac14\bar bP^4
-\frac{x(1-x)}{2\kappa}(g_f-g_d)^2. \tag{6}
$$

As $\kappa\to\infty$, $\delta$ and the last term vanish. The common-polarization energy is therefore

$$
f_0=\tfrac12\bar aP^2+\tfrac14\bar bP^4. \tag{7}
$$

## Curie point

Because $\bar b>0$, both terms of $f_0$ are non-negative for $\bar a\ge0$, and $P=0$ is the global minimum. For $\bar a<0$, the condition $P(\bar a+\bar bP^2)=0$ has the non-zero solutions

$$
P^2=-\frac{\bar a}{\bar b}. \tag{8}
$$

Their energy is $-\bar a^2/(4\bar b)<0$, so they lie below the unpolarized state. The polarization grows continuously from zero as $\bar a$ changes sign. Thus

$$
0=x\alpha_f(\Theta_c-\Theta_f)+(1-x)\alpha_d(\Theta_c-\Theta_d).
$$

Collecting the terms in $\Theta_c$ gives

$$
\Theta_c=\frac{x\alpha_f\Theta_f+(1-x)\alpha_d\Theta_d}{\bar\alpha},
\qquad \bar\alpha=x\alpha_f+(1-x)\alpha_d. \tag{9}
$$

Multiplying numerator and denominator by $l_f+l_d$ gives (1). The period has cancelled, and the composition $x$ remains. An interface energy quadratic in the polarization would introduce a dependence on period, because the number of interfaces per unit thickness changes with it. A constant interface energy would not move the Curie point.

For several layer types under the same common-polarization condition, $\bar a=\sum_i x_ia_i$, and the same step gives $\Theta_c=\sum_i l_i\alpha_i\Theta_i/\sum_i l_i\alpha_i$.

The condition $\bar b>0$ matters. If $\bar b<0$ and a positive sixth-order term stabilizes the energy, then at $\bar a=0$ a small non-zero $P$ already has negative energy. A polarized state has therefore become favourable at a higher temperature. Equation (1) then locates the loss of stability of $P=0$, not the first-order transition. If $b_f<0$, which (2) excludes, $\bar b>0$ is sufficient only in the common-polarization limit. At finite coupling the quartic coefficient along the unstable direction is $xb_f+(1-x)b_d(P_d/P_f)^4$ with $P_d/P_f<1$, and it can be negative when $\bar b$ is small and positive.

## Finite coupling

For small polarizations, the quadratic part of (4) has the Hessian

$$
M=\begin{pmatrix}
xa_f+\kappa x(1-x)&-\kappa x(1-x)\\
-\kappa x(1-x)&(1-x)a_d+\kappa x(1-x)
\end{pmatrix}.
$$

In its determinant the terms $\kappa^2x^2(1-x)^2$ cancel. The remaining terms are

$$
\det M=x(1-x)\left[a_fa_d+\kappa\bar a\right].
$$

The unpolarized state therefore loses stability at

$$
\bar a+\frac{a_fa_d}{\kappa}=0. \tag{10}
$$

Let $\Theta_*$ be the highest root. Above $\Theta_f$ both $a_i$ are positive and the state is stable. At $\Theta_f$ the determinant is still positive, because $a_f=0$ and $a_d>0$. At $\Theta_c$ it is negative, because $\bar a=0$ and the two coefficients have opposite signs. Hence $\Theta_c<\Theta_*<\Theta_f$ for finite positive $\kappa$. The lower bound has a simple meaning: requiring equal polarizations removes possible ways for the system to become unstable.

The onset at $\Theta_*$ is also continuous. Along any direction in the $(P_f,P_d)$ plane, the energy is a quadratic term plus a positive quartic term. The equilibrium amplitude therefore tends to zero as the lowest quadratic coefficient tends to zero from below.

To obtain the leading shift, first subtract $\Theta_f$ and $\Theta_d$ from (9):

$$
\Theta_c-\Theta_f=-\frac{(1-x)\alpha_d(\Theta_f-\Theta_d)}{\bar\alpha},
\qquad
\Theta_c-\Theta_d=\frac{x\alpha_f(\Theta_f-\Theta_d)}{\bar\alpha}.
$$

Define the dimensionless quantity

$$
\eta=\frac{\alpha_f\alpha_d(\Theta_f-\Theta_d)}{\kappa\bar\alpha}. \tag{11}
$$

The coefficients at $\Theta_c$ are then $a_f=-(1-x)\kappa\eta$ and $a_d=x\kappa\eta$. Near $\Theta_c$, $\bar a=\bar\alpha(\Theta-\Theta_c)$. Evaluating the product in (10) at $\Theta_c$ gives, to leading order in $1/\kappa$,

$$
\Theta_*-\Theta_c\simeq-\frac{a_fa_d}{\kappa\bar\alpha}
=\frac{x(1-x)\kappa\eta^2}{\bar\alpha}. \tag{12}
$$

Since $\eta\propto1/\kappa$, this shift falls as $1/\kappa$. The same $\eta$ measures how well the dielectric follows the ferroelectric. Its linear equation of state, $a_dP_d=\kappa x(P_f-P_d)$, gives at $\Theta_c$

$$
\frac{P_d}{P_f}=\frac{\kappa x}{a_d+\kappa x}=\frac1{1+\eta}. \tag{13}
$$

This is the response to a prescribed small $P_f$. The quantity $\eta$ also bounds the leading shift. Inserting (11) for one factor of $\eta$ in (12) gives

$$
\frac{\Theta_*-\Theta_c}{\Theta_f-\Theta_d}\simeq\frac{x(1-x)\alpha_f\alpha_d}{\bar\alpha^2}\,\eta\le\frac{\eta}{4},
$$

because $\bar\alpha^2-4x(1-x)\alpha_f\alpha_d=[x\alpha_f-(1-x)\alpha_d]^2\ge0$. Small $\eta$ therefore makes the shift small compared with $\Theta_f-\Theta_d$. If $\Theta_c$ is itself much smaller than this difference, the shift must also be compared with $\Theta_c$.

Equation (10) can also be read as a condition on capacitors in series. Layer $i$ has total permittivity $\epsilon_i=\epsilon_b+4\pi/a_i$, hence $4\pi/\epsilon_i=a_i/(1+a_i/\kappa)$. Setting $x/\epsilon_f+(1-x)/\epsilon_d=0$ and clearing the denominators gives

$$
xa_f\left(1+\frac{a_d}{\kappa}\right)
+(1-x)a_d\left(1+\frac{a_f}{\kappa}\right)=0,
$$

which is (10). The small-signal capacitance of the stack diverges at the instability.

## Worked example

The following are round model parameters. Both layers are 20 Å thick, so $x=0.5$. The slopes are $\alpha_f=15$ and $\alpha_d=25$ Å/$e^2$, the separate Curie points are $\Theta_f=0.060$ eV and $\Theta_d=0.004$ eV, and $\epsilon_b=5$.

In these units the Coulomb constant is 14.3996 eV Å/$e^2$, so $\kappa=4\pi(14.3996)/5=36.19$ eV Å/$e^2$. The mean slope is $\bar\alpha=20$ Å/$e^2$. Equation (9) gives

$$
\Theta_c=\frac{0.5(15)(0.060)+0.5(25)(0.004)}{20}
=\frac{0.45+0.05}{20}=0.0250\ \text{eV},
$$

or 290 K. An average of $\Theta_i$ by thickness alone would give 0.0320 eV, which is 28% above this value. The dielectric has the larger slope and therefore pulls the Curie point further down than its thickness suggests.

At $\Theta_c$, $a_f=-0.525$ and $a_d=+0.525$ eV Å/$e^2$. Equation (11) gives $\eta=15(25)(0.056)/(36.19\times20)=0.0290$, and (13) gives $P_d/P_f=0.972$. The leading shift is

$$
\frac{0.25(36.19)(0.0290)^2}{20}=0.00038\ \text{eV}.
$$

The full instability condition gives $\Theta_*=0.0254$ eV, or 295 K. The common-polarization result is about 1.5% below it.

Two other compositions show the effect of the weights. For $x=0.2$, $\Theta_c=0.0113$ eV and $\Theta_*=0.0115$ eV. For $x=0.8$, the values are 0.0435 and 0.0439 eV.

The polarization requires the quartic coefficients, here $b_f=500$ and $b_d=2000$ eV Å$^5$/$e^4$, so $\bar b=1250$ in the same unit. At $\Theta=0.015$ eV, $\bar a=20(0.015-0.025)=-0.200$ eV Å/$e^2$, and (8) gives

$$
P=\sqrt{0.200/1250}=0.01265\ e/\text{Å}^2 .
$$

Minimization of (4) gives $P_f=0.01330$ and $P_d=0.01287$ $e$/Å$^2$. Both exceed the common value, so the latter does not lie between them. Equation (6) explains this. At this temperature $a_f-a_d=-0.675-0.275=-0.950$, and $(b_f-b_d)P^2=-0.240$, both in eV Å/$e^2$. Therefore

$$
g_f-g_d=-1.19P,\qquad
\frac{d(g_f-g_d)}{dP}=-0.950-3(0.240)=-1.67 .
$$

The derivative of the last term in (6) is $-0.25(1.19)(1.67)P/36.19=-0.0137P$. It acts like a more negative $\bar a$ and raises the mean polarization to approximately $\sqrt{0.2137/1250}=0.0131$ $e$/Å$^2$. Equation (5) gives a difference of about $1.19(0.01265)/36.19=0.0004$ $e$/Å$^2$. Both estimates agree with the minimization at the digits shown.

## Dielectric with constant stiffness

If $a_d>0$ does not depend on temperature, the condition $\bar a=0$ becomes $x\alpha_f(\Theta_c-\Theta_f)+(1-x)a_d=0$, so

$$
\Theta_c=\Theta_f-\frac{(1-x)a_d}{x\alpha_f}. \tag{14}
$$

A positive Curie point requires $x\alpha_f\Theta_f>(1-x)a_d$. Moving the term $-xa_d$ to the left gives the minimum ferroelectric fraction

$$
x>\frac{a_d}{a_d+\alpha_f\Theta_f}. \tag{15}
$$

For $a_d=0.50$ eV Å/$e^2$ and $x=0.5$, equation (14) gives $0.060-0.50/15=0.0267$ eV. The minimum fraction is $0.50/(0.50+0.90)=0.357$. This threshold belongs to the common-polarization limit. For constant $a_d$, condition (10) reads $a_f(x+a_d/\kappa)=-(1-x)a_d$, so (14) and (15) require $a_d\ll\kappa x$. The value $a_d=0.50$ corresponds to a total permittivity of about 367. For $\epsilon_d=25$, where $a_d=9.05$ eV Å/$e^2$, and $x=0.95$, equation (14) gives 0.028 eV whereas (10) gives 0.035 eV. Finite coupling lowers it: setting $\Theta=0$ in (10) gives 0.348 for $\epsilon_b=5$. Both values extrapolate the linear law for $a_f$ to zero temperature, and they should not be used where that law fails.

## Numerical tests and conditions of use

The field energy and the instability were tested on a stack divided into 4 Å cells, each with its own polarization. A finite-difference solution of Poisson's equation supplied the fields, and the Hessian of all cells was diagonalized. At the three compositions above, the instability satisfied (10). With $\epsilon_b$ formally reduced to 0.05, it approached (9) to within $10^{-5}$ eV, and its remaining shift agreed with (12) to within 1%. At $x=0.5$ and $\epsilon_b=5$, doubling the period, or repeating it three times, left $\Theta_*$ unchanged within numerical tolerance.

Besides the assumptions listed at the start and the conditions on the quartic coefficients, three points deserve particular attention before (1) is applied:

1. **Coupling.** In the formal limit $\kappa\to0$, condition (10) becomes $a_fa_d=0$. Its highest root is $\Theta_f$: the ferroelectric then orders without polarizing the dielectric. Equation (1) belongs to the opposite limit.

2. **Electrical boundary condition.** On open circuit with $D=0$, each layer has $E_i=-\kappa P_i$, and its stiffness becomes $a_i+\kappa$. In the example the lowest stiffness at $\Theta=0$ is $-0.90+36.19=35.29$ eV Å/$e^2$. The uniform transition is then absent at every temperature of the model, since $a_i$ increases with $\Theta$. Real electrodes lie between the two limits. An effective screening length $\lambda$ at each electrode of a stack of thickness $L$ adds $2\lambda/L$ to the series condition, which lowers the Curie point by about $8\pi\lambda/(L\bar\alpha)$. For $\lambda=0.1$ Å and $L=1000$ Å this is 0.0018 eV in the example, larger than the shift (12) and of opposite sign.

3. **Uniform polarization.** Domains let the polarization vary within the plane and are excluded from (4). If they form, neither (1) nor (10) determines the transition; an energy that includes lateral variation and its gradient cost is needed. Thick layers can favour domains even when thin layers of the same materials do not, so the independence of period found in (1) should not be extrapolated to thick layers. Without a gradient cost, short lateral modulations would become unstable close to $\Theta_f$. Whether the 20 Å layers of the example remain uniform therefore depends on the gradient coefficient and the in-plane permittivity, which are outside the model.

In an implementation, both layers must use the same convention for the quadratic coefficient. A common factor of two, as in $AP^2$ instead of $\tfrac12aP^2$, cancels from (1). It does not cancel from (10)–(13), where $a_i=2A_i$ must be used to compare with $\kappa$.

## Computed values

```
layer thicknesses l_f, l_d: 20, 20 angstrom
slopes alpha_f, alpha_d: 15, 25 angstrom/e^2
separate Curie points theta_f, theta_d: 0.060, 0.004 eV
quartic b_f, b_d: 500, 2000 eV angstrom^5/e^4
background permittivity: 5.0 (dimensionless)
Coulomb constant: 14.3996 eV angstrom/e^2
kappa: 36.190 eV angstrom/e^2
mean slope: 20.0 angstrom/e^2
common-P Curie point: 0.025000 eV
common-P Curie temperature: 290.1 K
a_f at common-P Curie point: -0.5250 eV angstrom/e^2
a_d at common-P Curie point: 0.5250 eV angstrom/e^2
thickness-only average of theta: 0.032000 eV
finite-coupling Curie point: 0.025384 eV
finite-coupling Curie temperature: 294.6 K
actual shift: 0.000384 eV
leading-order shift: 0.000381 eV
eta: 0.02901 (dimensionless)
P_d/P_f at common-P Curie point: 0.97180 (dimensionless)
temperature for polarization example: 0.015 eV
mean a there: -0.2000 eV angstrom/e^2
mean b: 1250.0 eV angstrom^5/e^4
common polarization: 0.012649 e/angstrom^2
finite-coupling P_f: 0.013300 e/angstrom^2
finite-coupling P_d: 0.012869 e/angstrom^2
x=0.2: common 0.011304 eV, finite coupling 0.011468 eV
x=0.5: common 0.025000 eV, finite coupling 0.025384 eV
x=0.8: common 0.043529 eV, finite coupling 0.043921 eV
open-circuit lowest stiffness at theta=0: 35.290 eV angstrom/e^2
constant dielectric stiffness: 0.50 eV angstrom/e^2
common-P Curie point, constant a_d, x=0.5: 0.026667 eV
minimum ferroelectric fraction, constant a_d: 0.3571 (dimensionless)
```
